\section*{Recovering Heat Sources from Scanned Film Temperature by Regularised Screened-Poisson Inversion}

\section{The failure to be cured}

A temperature map of a heated film does not show directly where the heat enters. Conduction spreads the temperature, so a weak source beside a strong one can be cooler than the unheated ground between them. Differentiating the map undoes the spreading but magnifies its noise. In the example below, 5 mK of noise becomes an error of 23 $\mu$W/$\mu$m$^2$ in a source map whose highest true value is 20 $\mu$W/$\mu$m$^2$.

The scheme below limits this amplification and chooses the strength of the limit from the data. In the thin-film model used first, the amplification grows as the square of the spatial wavenumber at short wavelengths and is constant at long ones.

\section{Forward model and noise gain}

Let $T(\mathbf r)$ be the steady temperature rise above the heat sink, $q(\mathbf r)$ the absorbed power per area, $\kappa=k_fd$ the film conductivity times its thickness, and $g$ the conductance per area to the sink. The in-plane heat current per unit width is $-\kappa\nabla T$. Heat supplied to an area element leaves sideways or downwards:
\begin{equation}
\nabla\cdot(-\kappa\nabla T)+gT=q .
\end{equation}
For uniform $\kappa$ and $g$ this is the screened Poisson equation
\begin{equation}
gT-\kappa\nabla^2T=q,\qquad L=\sqrt{\kappa/g}.
\end{equation}
Away from a point source, the decaying radial solution is $CK_0(r/L)$. Near the source its derivative is $-C/r$. Unit power crossing a small circle requires $-2\pi r\kappa(-C/r)=1$, so $C=1/(2\pi\kappa)$. Thus $L$ is the distance over which the temperature spreads.

Take an $N\times N$ map of pixel $h$, with periodic boundaries and temperature negligible at the edge. A Fourier mode obeys $\nabla^2\to-k^2$, hence
\begin{equation}
q_k=D(k)T_k,\qquad D=g+\kappa k^2=g(1+L^2k^2).
\end{equation}
Since $g>0$, $D$ never vanishes and the inverse is unique. The difficulty is noise, not missing information in the ideal model.

Let the data be $T_k=t_k+n_k$, with independent pixel noise of zero mean and standard deviation $\sigma$. With unitary transforms, $E|n_k|^2=\sigma^2$. Direct inversion has error $Dn_k$, and the local exponent of its gain is
\begin{equation}
\frac{d\ln D}{d\ln k}=\frac{2L^2k^2}{1+L^2k^2}.
\end{equation}
It tends to 0 for $kL\ll1$ and to 2 for $kL\gg1$. In the second limit noise amplitude grows as $k^2$ and noise power as $k^4$.

The total error follows from averaging $D^2$ over the square $|k_x|,|k_y|\le\pi/h$. There
\begin{align}
\langle k_x^2\rangle&=\frac{\pi^2}{3h^2},\qquad
\langle k_x^4\rangle=\frac{\pi^4}{5h^4},\\
\langle k^2\rangle&=2\langle k_x^2\rangle=\frac{2\pi^2}{3h^2},\\
\langle k^4\rangle&=2\langle k_x^4\rangle+2\langle k_x^2\rangle^2
=\frac{28\pi^4}{45h^4}.
\end{align}
Since $D^2=g^2+2g\kappa k^2+\kappa^2k^4$,
\begin{equation}
\sigma_{q,\rm direct}^2=\sigma^2\left[g^2+\frac{4\pi^2g\kappa}{3h^2}
+\frac{28\pi^4\kappa^2}{45h^4}\right].
\label{direct}
\end{equation}
This is for a spectral Laplacian and large $N$. When the last term dominates, halving $h$ at fixed $\sigma$ quadruples the error. If instead the total scan time is fixed and white noise averages down with dwell time, then $\sigma\propto1/h$ and the error grows eightfold.

\section{The regularised inverse}

Choose the source that fits the temperature while keeping its gradient small:
\begin{equation}
J=\sum_k\left[\left|T_k-\frac{q_k}{D}\right|^2+\alpha k^2|q_k|^2\right],\qquad \alpha>0.
\end{equation}
Each mode enters separately. Setting the derivative with respect to $q_k^*$ to zero gives
\begin{align}
-\frac1D\left(T_k-\frac{q_k}{D}\right)+\alpha k^2q_k&=0,\\
\left(\frac1{D^2}+\alpha k^2\right)q_k&=\frac{T_k}{D}.
\end{align}
The bracket is positive, so this is the unique minimum. Multiplication by $D^2$ yields
\begin{equation}
\hat q_k=FDT_k,\qquad F=\frac1{1+\alpha k^2D^2}.
\label{filter}
\end{equation}
At $k=0$, $F=1$ for every $\alpha$. The recovered total power is therefore $gh^2\sum T$, and regularisation does not alter it. At large $k$, $FD\simeq1/(\alpha k^2D)\propto k^{-4}$, so the filter turns a growing gain into a falling one.

For a cutoff well above $1/L$ but well below $\pi/h$, the noise has a simple form. There $D\simeq\kappa k^2$ and $F\simeq[1+(k/k_c)^6]^{-1}$, with $k_c=(\alpha\kappa^2)^{-1/6}$. Replacing the mode average by $h^2\int d^2k/(2\pi)^2$ and setting $u=(k/k_c)^6$,
\begin{align}
\sigma_{q,\rm reg}^2&\simeq\frac{\sigma^2h^2\kappa^2}{2\pi}
\int_0^\infty\frac{k^5\,dk}{[1+(k/k_c)^6]^2}\nonumber\\
&=\frac{\sigma^2h^2\kappa^2k_c^6}{12\pi}\int_0^\infty\frac{du}{(1+u)^2}
=\frac{\sigma^2h^2\kappa^2k_c^6}{12\pi}.
\label{cutnoise}
\end{align}
Doubling the cutoff thus costs eight times the noise amplitude. At fixed cutoff only the product $\sigma h$ matters, so finer pixels do no harm if scan time is shared among them as above.

In the opposite limit, $kL\ll1$ for all relevant modes, $D\simeq g$. The temperature is then already proportional to the source, and the method merely smooths $gT$. If $g\to0$, the $k=0$ equation no longer determines total power; heat flow through the map boundary is then needed.

\section{Choosing the strength without knowing the source}

The error of one mode is
\begin{equation}
\hat q_k-q_k=(F-1)q_k+FDn_k .
\end{equation}
The cross term averages to zero, so the expected mean-square error at fixed $\alpha$ is
\begin{equation}
R=\left\langle(1-F)^2|q_k|^2+F^2D^2\sigma^2\right\rangle_k .
\end{equation}
The first term is lost detail and the second is noise. The unknown $|q_k|^2$ can be estimated because $E|T_k|^2=|q_k|^2/D^2+\sigma^2$. Substituting $D^2(|T_k|^2-\sigma^2)$ for it gives
\begin{align}
&(1-F)^2D^2(|T_k|^2-\sigma^2)+F^2D^2\sigma^2\nonumber\\
&\quad=D^2[(1-F)^2|T_k|^2+(2F-1)\sigma^2].
\end{align}
The part $D^2(|T_k|^2-\sigma^2)$ does not depend on $\alpha$ and fluctuates strongly at high $k$. Removing it leaves
\begin{equation}
U(\alpha)=\left\langle D^2[(F^2-2F)|T_k|^2+2F\sigma^2]\right\rangle_k .
\label{risk}
\end{equation}
At fixed $\alpha$, $E[U]=R-\langle|q_k|^2\rangle_k$. Minimising $U$ therefore aims at the smallest source error, not the best temperature fit. The minimum value itself is not an unbiased error estimate, because the same noise selected it.

If the source signal is negligible above some wavenumber, the mean of $|T_k|^2$ there estimates $\sigma^2$. Since $U$ is linear in $\sigma^2$, using this estimate keeps $U$ unbiased at fixed $\alpha$. For correlated noise, replace $\sigma^2$ mode by mode with a separately measured noise spectrum; the high-$k$ estimate is then not valid.

\section{Implementation, cost and stability}

\begin{verbatim}
input: T[N,N], h, g, kappa
Tk = unitary_FFT2(T)
k2 = kx^2 + ky^2
D  = g + kappa*k2
s2 = mean(|Tk|^2 where sqrt(k2) > pi/(2h))
for each alpha on a logarithmic grid:
    B = 1/(1/D^2 + alpha*k2)      # F*D^2
    F = B/D^2
    U = mean(B*(F-2)*|Tk|^2 + 2*B*s2)
choose alpha with smallest U
if it lies at a grid end: extend grid, repeat
    (at most 5 times)
Qk = Tk/(1/D + alpha*k2*D)
return real(inverse_unitary_FFT2(Qk))
\end{verbatim}

To cover cutoffs from $2\pi/(Nh)$ to $\pi/h$, take $\alpha=1/[k^2D(k)^2]$ at these two wavenumbers as grid ends. The number of extensions is limited because a map with no source may have no minimum at finite $\alpha$. For $M$ trial values, the two transforms cost $O(N^2\log N)$ and the search costs $O(MN^2)$. Processing one $\alpha$ at a time needs $O(N^2)$ storage.

For $k>0$, the inequality $a+b\ge2\sqrt{ab}$ applied to the last denominator gives
\begin{equation}
FD=\frac1{D^{-1}+\alpha k^2D}\le\frac1{2k\sqrt\alpha}.
\end{equation}
At $k=0$ the gain is $g$. The gain is thus bounded even if an improved model makes $D$ grow exponentially. The reciprocal forms in the pseudocode also avoid the product of a very large $D$ and a very small $F$.

\section{Worked example}

The film is 100 nm of antimony on 100 nm of silica, on a diamond heat sink. Two light spots enter through the transparent layers and are absorbed at the lower face of the opaque film; a thermal probe scans the top. Local heating thus needs no local change in film conductivity. The spots and noise are synthetic.

With $k_f=15$ W/(m K), $\kappa=15\times0.1=1.5$ $\mu$W/K. Silica of conductivity 1.4 W/(m K) and a boundary resistance of $10^{-8}$ m$^2$K/W, or 0.01 $\mu$m$^2$K/$\mu$W, act in series:
\begin{equation}
g=\frac1{0.1/1.4+0.01}=12.28\ \frac{\mu{\rm W}}{\mu{\rm m}^2{\rm K}},\qquad
L=\sqrt{\frac{1.5}{12.28}}=0.35\ \mu{\rm m}.
\end{equation}
The map has $128\times128$ pixels of 50 nm. The Gaussian spots have standard width 0.25 $\mu$m, centres 1 $\mu$m apart and peaks of 20 and 10 $\mu$W/$\mu$m$^2$.

The noise-free temperature is 0.574 K at the strong spot, 0.320 K at the weak one and 0.345 K midway. The midpoint is warmer than the weak spot although its source is only 4.06 $\mu$W/$\mu$m$^2$. Quadrature with the free-space Green function also gives 0.574 K at the strong spot, which checks the periodic forward calculation there.

The gain was tested by applying a real-space difference operator to 100 white-noise maps. Near $k=6$ and $12\ \mu$m$^{-1}$ it was 66.4 and 229.7 $\mu$W/($\mu$m$^2$K), against 66.2 and 230.3 from $D$. The ratio is about 3.5 rather than 4, since the constant $g$ still contributes.

The bracket in (\ref{direct}) is dominated by its last term, $60.6\times1.5^2/0.05^4=2.18\times10^7$. With the smaller terms, 5 mK noise gives 23.4 $\mu$W/$\mu$m$^2$; 40 simulated maps gave the same to this precision. In the worked map, direct inversion returned 43.6 $\mu$W/$\mu$m$^2$ at the midpoint, about eleven times the truth in this one noise sample.

The automatic choice was $\alpha=2.37\times10^{-7}$ $\mu$m$^6$K$^2$/$\mu$W$^2$. It passes half the amplitude at $k=10.9\ \mu$m$^{-1}$, a half wavelength of 289 nm. The recovered strong, weak and middle values are 18.7, 9.4 and 4.4 $\mu$W/$\mu$m$^2$, so the sources are again in their true order. The map's root-mean-square error falls from 23.6 to 0.105 $\mu$W/$\mu$m$^2$.

That small error is an average over a mostly unheated field and must not be used as an error bar at a peak. The strong peak is low by 1.3 $\mu$W/$\mu$m$^2$, or 7\%. It is equally low without noise, so this is smoothing bias. The noise part alone is 0.086 $\mu$W/$\mu$m$^2$. For comparison, (\ref{cutnoise}) has $k_c=11.1\ \mu$m$^{-1}$ and gives
\begin{equation}
\frac{0.005\times0.05\times1.5\times11.1^3}{\sqrt{12\pi}}
=0.084\ \mu{\rm W}/\mu{\rm m}^2.
\end{equation}

Over 40 noisy maps of this same source, the error at the selected $\alpha$ divided by the smallest error on the trial grid had median 1.00 and worst value 1.04. That grid had 8 values per decade. With about 18 per decade and 300 maps the worst ratio was 1.13, and the selected $\alpha$ ranged from $1.3$ to $3.1\times10^{-7}$, so the value quoted above is one grid point within this spread. This supports the selection rule for this source and noise level, not for every source.

Total power is recovered as 11.80 $\mu$W against 11.78 $\mu$W. Summing $N^2$ independent errors gives its standard deviation $gh^2N\sigma=0.020$ $\mu$W, consistent with the difference.

\section{When the simple symbol is too simple}

The two-dimensional model neglects temperature variation through the film and sideways flow in the silica. For one lateral mode, conduction through the film obeys $T''=k^2T$. With an insulated top, $T(z)=T_s\cosh[k(d-z)]$, where $T_s$ is the top temperature. Heat $q$ entering at $z=0$ divides into an upward flux $k_fkT_s\sinh(kd)$ and a downward flux $GT_s\cosh(kd)$. Therefore
\begin{equation}
D_{\rm layer}=G\cosh(kd)+k_fk\sinh(kd).
\end{equation}
In silica of thickness $t$ and conductivity $k_o$, the solution vanishing at the sink is proportional to $\sinh[k(z+t)]$. Its temperature-to-flux ratio at the top is $\tanh(kt)/(k_ok)$. Adding the boundary resistance $R_b$ gives
\begin{equation}
\frac1G=R_b+\frac{\tanh(kt)}{k_ok}.
\end{equation}
For small $k$, $\tanh(kt)/(k_ok)\simeq(t/k_o)(1-k^2t^2/3)$, so $G\simeq g+g^2t^3k^2/(3k_o)$ and
\begin{equation}
D_{\rm layer}\simeq g+\left[\kappa+\frac{gd^2}{2}+\frac{g^2t^3}{3k_o}\right]k^2 .
\end{equation}
The added terms are $0.061+0.036=0.097$ $\mu$W/K, or 6.5\% of $\kappa$. They weaken every temperature mode with $k>0$ but leave the mean temperature unchanged. The simple inverse therefore still gives the right total power, but it reads low at the peaks and slightly high midway between them.

A Gaussian probe response of standard width $w$ multiplies $T_k$ by $e^{-k^2w^2/2}$. The symbol becomes $D_{\rm probe}=D_{\rm layer}e^{k^2w^2/2}$. At large $k$ the layered symbol already grows as $ke^{kd}$, faster than any power; blur multiplies this by a still faster Gaussian growth. The same algorithm applies with this symbol in place of $D$, but the automatic choice of $\alpha$ is then less safe. For the example source, over 300 noisy maps, the ratio of the error to the best on the grid kept a median near 1.0, while its worst value was 1.4 with the layered symbol and 3.4 with a 50 nm blur added. With blur, the smallest selected $\alpha$ was about 30 times below its median, so an unusually small choice should be distrusted.

At fixed $\alpha$ and without noise, the simple model returns a strong peak of 18.7 $\mu$W/$\mu$m$^2$. Layered data lower it to 17.3, and a 50 nm blur to 16.7. These values assume a film that conducts equally well in all directions; with only 10 W/(m K) through the film, the 17.3 becomes 16.8. They also assume absorption exactly at the lower face; an absorption depth of 12 nm turns the 17.3 into 17.5. For the isotropic film without blur, adding the $k^2$ terms above to $\kappa$ in the inverse raises the peak from 17.3 to only 17.9. Putting the full layered symbol and the blur into the inverse restores the blurred peak to 18.2. It does not reach 18.7 because the larger symbol also makes $F$ smaller at the same $\alpha$.

\section{Failure modes and the real device}

\textbf{Wrong or varying properties.} If the inverse uses constants $g_0,\kappa_0$ while the film has $g(\mathbf r),\kappa(\mathbf r)$, subtracting the true balance from the assumed one gives, before filtering,
\begin{equation}
q_{\rm rec}-q=(g_0-g)T-(\kappa_0-\kappa)\nabla^2T+\nabla\kappa\cdot\nabla T .
\end{equation}
Thus a change of film conductivity can appear as a source. A uniform 10\% overestimate of $\kappa$ raises the noise-free peak from 18.7 to 19.7 $\mu$W/$\mu$m$^2$. This is nearer the true 20, but by cancellation of two errors.

\textbf{Offset and edges.} A 1 mK offset over the field adds $g\,\delta T(Nh)^2=0.50$ $\mu$W, about 4\% of the total and far above its random error. Regularisation cannot remove it. A map cut off while still warm has jumps at its periodic boundary, which the Laplacian turns into false sources. Multiplying by a taper $v$ is no general cure:
\begin{equation}
(g-\kappa\nabla^2)(vT)=vq-\kappa(2\nabla v\cdot\nabla T+T\nabla^2v).
\end{equation}
The taper must vary only where $T$ and its gradient are negligible.

\textbf{The antimony example in practice.} The material values are rough typical ones; conductivity and boundary resistance depend on how the film was made and should be calibrated. The ideal sink is a significant assumption for total power. With a rough diamond conductivity of 1500 W/(m K), Fourier's law gives a diamond surface rise of 2.7 mK below the strong spot. The local rise may be larger, because phonon paths in diamond are comparable to the spot width. Treating the heat as a point source at the field centre, the mean of $1/r$ over the square is $4\ln(1+\sqrt2)/(Nh)$. The mean rise is then $11.8/(2\pi\times1500)\times0.55\simeq0.7$ mK, which adds about 0.35 $\mu$W, or 3\%, to the inferred power. A substrate of lower conductivity increases this error, nearly in inverse proportion down to about 10 W/(m K). It is already 28\% of the power at 150 W/(m K) and exceeds the power itself at 30 W/(m K), so such a substrate must be included in the symbol and not treated as an ideal sink.

A probe of contact radius 50 nm and rough thermal conductance 0.05 $\mu$W/K lowers the reading by about 2\%; if uniform, this scales the whole source map. The program's simpler estimate, 2.7\%, is too high because it adds the constriction resistance of a thick body to the spreading resistance of a thin film. Loss to still air, estimated as its conductivity divided by $L$, is about 0.6\% of $g$, and it is smaller for broader heating. Far-field radiation is at most about $5\times10^{-7}$ of $g$, the value for a black surface. The film's heat capacity per area divided by $g$ gives a response time of order 10 ns, which the heat capacity of the silica lengthens somewhat; the steady model requires much slower heating and scanning. A rough carrier path of 30 nm is 0.12 of the spot width; this is a low value, and a simple estimate from the bulk resistivity gives 60 to 80 nm, or about 0.3 of the width. Fourier's law is then plausible for heat flow along the film. Through the film it is less certain, since the thickness is only one to three such paths, and this limits the accuracy of the layered correction. Much narrower sources would need a nonlocal conduction model. The program contains the material values used here.

\section*{Table of computed values}
\begin{verbatim}
film, oxide thickness: 100, 100 nm
film, oxide conductivity: 15.0, 1.4 W/(m K)
boundary resistance: 1.0e-08 m2 K/W
sheet conductance kappa: 1.500 uW/K
loss conductance g: 12.281 uW/(um2 K)
screening length L: 349.5 nm
grid: 128 x 128; pixel 50 nm; field 6.4 um
spot standard width, separation: 0.25, 1.00 um
temperature noise, estimate: 5.00, 5.006 mK
clean T strong, weak, middle: 0.5743, 0.3201, 0.3454 K
Green-function T at strong spot: 0.5743 K
noise gain near k=1/um, measured, formula: 14.65, 14.47 uW/(um2 K)
noise gain near k=3/um, measured, formula: 25.32, 25.68 uW/(um2 K)
noise gain near k=6/um, measured, formula: 66.40, 66.21 uW/(um2 K)
noise gain near k=12/um, measured, formula: 229.67, 230.26 uW/(um2 K)
direct noise, simulation, formula: 23.419, 23.408 uW/um2
chosen alpha: 2.371e-07 um6 K2/uW2
half-pass wavenumber, half wavelength: 10.858 /um, 289.3 nm
true q strong, weak, middle: 20.003, 10.007, 4.060 uW/um2
direct q strong, weak, middle: 29.478, 7.678, 43.612 uW/um2
regularised q strong, weak, middle: 18.692, 9.444, 4.398 uW/um2
map rms error direct, regularised, best alpha: 23.553, 0.1053, 0.1053 uW/um2
regularised noise alone: 0.0859 uW/um2
total power true, recovered, noise std: 11.7810, 11.8003, 0.0196 uW
left-half power true, recovered: 7.6996, 7.7141 uW
40 maps, rms error / best: median 1.0000, worst 1.0385
noise-free strong peak, simple model: 18.675 uW/um2
same peak, layered data, simple inverse: 17.301 uW/um2
same peak, layers and 50 nm blur: 16.747 uW/um2
same peak, layers and blur in inverse: 18.176 uW/um2
same peak, kappa 10% too high in inverse: 19.678 uW/um2
diamond conductivity, surface rise: 1500 W/(m K), 2.747 mK
probe radius, conductance: 50 nm, 0.050 uW/K
temperature lowering by probe: 2.72 %
air loss / g: 0.606 %
radiative loss / g: 4.99e-07
power error for 1 mK map offset: 0.503 uW
carrier path / spot width (30 nm rough path): 0.120
peak rise / room temperature: 0.191 %
film response time: 11.40 ns
\end{verbatim}
